# Regularizing the energy gradient near nodes in variational Monte Carlo, part 1

(Sections cited here and not found follow in the second part.)

## A line with one node

Take the one-dimensional oscillator $H=-\tfrac12\partial_x^2+\tfrac12x^2$ (units $\hbar=m=\omega=1$) and the trial function $\Psi=(x-p)\,G$ with $G=e^{-x^2/2}$. The parameter $p$ is the position of the node. Since $HG=\tfrac12G$ and $H(xG)=\tfrac32xG$,
$$H\Psi=\left(\tfrac32x-\tfrac12p\right)G=\left[\tfrac32(x-p)+p\right]G,\qquad E_L\equiv\frac{H\Psi}{\Psi}=\frac32+\frac{p}{x-p}.$$
With $\int G^2=\sqrt\pi$, $\int xG^2=0$, $\int x^2G^2=\sqrt\pi/2$ and $D=\tfrac12+p^2$, the norm is $N=\sqrt\pi D$ and
$$E=\frac{\tfrac34+\tfrac12p^2}{D}=\frac12+\frac1{2D},\qquad \frac{dE}{dp}=-\frac{p}{D^2}.$$
Variational Monte Carlo draws points from $\rho=\Psi^2/N$ and averages $X=2(E_L-E)\,\partial_p\Psi/\Psi$. Here $\partial_p\Psi/\Psi=-1/(x-p)$, so
$$X=-\frac{2p}{(x-p)^2}-\frac{2(\tfrac32-E)}{x-p}.$$
The mean is finite, because $\rho=(x-p)^2G^2/N$ cancels both poles:
$$\langle X\rangle=\frac{-2p\sqrt\pi+2p(\tfrac32-E)\sqrt\pi}{\sqrt\pi D}=\frac{2p(\tfrac12-E)}{D}=-\frac p{D^2}=\frac{dE}{dp}.$$
The second moment is not finite. Near the node $\rho X^2\simeq4p^2G(p)^2/[N(x-p)^2]$, which is not integrable. One power of $1/(x-p)$ comes from $E_L$, because $H\Psi=pG\neq0$ on the node, and the other from $\partial_p\Psi=-G\neq0$ on the node. At $p=0$ the node still moves with $p$, but $\Psi$ is an eigenstate and $X=0$. A moving node alone is therefore not enough for the divergence.

## The estimator in any dimension

From here on units are atomic. $\Psi(R;p)$ is real, $H$ does not depend on $p$, integrals run over the whole configuration space, and $E$ is taken as known. Differentiating $E=\int\Psi H\Psi/N$ gives
$$\frac{dE}{dp}=\frac1N\int\left(\partial_p\Psi\,H\Psi+\Psi\,H\partial_p\Psi\right)-\frac EN\,2\int\Psi\,\partial_p\Psi .$$
$H$ is hermitian on $\Psi$ and $\partial_p\Psi$, which are smooth across the node and decay at infinity, so the first two terms are equal and
$$\frac{dE}{dp}=\int F\,dR,\qquad F=\rho X=\frac{2(H\Psi-E\Psi)\,\partial_p\Psi}{N}.$$
$F$ has no $\Psi$ in the denominator and is finite on the node $S$.

Assume $\nabla\Psi\neq0$ on $S$ and define the signed length $d=\Psi/|\nabla\Psi|$, which a walker knows from quantities it already computes. Inserting $\Psi=|\nabla\Psi|\,d$ gives two exact relations,
$$X=\frac{\mathcal A(R)}{d^2},\quad\mathcal A=\frac{2(H\Psi-E\Psi)\,\partial_p\Psi}{|\nabla\Psi|^2},\qquad\rho=\frac{|\nabla\Psi|^2}{N}\,d^2 .$$
$\mathcal A$ is smooth near $S$, and on $S$, where $E\Psi=0$, it equals $A=2H\Psi\,\partial_p\Psi/|\nabla\Psi|^2$. The divergence $A/d^2$ has the same sign on both sides of the node. The gradient of $d$ is $\nabla\Psi/|\nabla\Psi|-\Psi\,\nabla|\nabla\Psi|/|\nabla\Psi|^2$; the second term vanishes on $S$, so $|\nabla d|=1$ there and $d$ is the normal distance to first order.

The factor $\partial_p\Psi$ measures the motion of the node: requiring $\Psi=0$ after a change $\delta p$ and a normal shift $\delta n$ gives $|\nabla\Psi|\,\delta n+\partial_p\Psi\,\delta p=0$. If either $\partial_p\Psi$ or $H\Psi$ vanishes on all of $S$, then $\mathcal A=O(d)$, $X=O(1/d)$, $\rho X^2$ is bounded, and the node leaves the variance finite. Everything below about infinite variance needs $A\neq0$ on a piece of $S$ of nonzero area. For the line, $A=2(pG)(-G)/G^2=-2p$, the coefficient found above.

## Shell integrals

The level sets $d=t$ and $d=t+dt$ are a normal distance $dt/|\nabla d|$ apart, so near $S$ the volume element is $dR=dS\,dt/|\nabla d|$. For a smooth $\Phi$ define
$$[\Phi](t)=\int_{d=t}\frac{\Phi\,dS}{|\nabla d|},\qquad\text{so that}\qquad\int\Phi\,\chi(d)\,dR=\int\chi(t)\,[\Phi](t)\,dt .$$
With the unit normal $n=\nabla d/|\nabla d|$ one has $\Phi/|\nabla d|=n\cdot(\Phi\nabla d/|\nabla d|^2)$, so $[\Phi](t)$ is a flux. The divergence theorem on the shell between $t_1$ and $t_2$, with $\Phi$ decaying along an unbounded node, gives
$$[\Phi](t_2)-[\Phi](t_1)=\int_{t_1}^{t_2}[L\Phi](t)\,dt,\qquad L\Phi=\nabla\cdot\frac{\Phi\,\nabla d}{|\nabla d|^2}.$$
Hence $[\Phi]'=[L\Phi]$, and by repetition, with $|\nabla d|=1$ on $S$, the $k$-th derivative at $t=0$ is $\int_SL^k\Phi\,dS$. Two shell integrals are needed:
$$g=[F],\qquad h=[\rho X^2d^2]=\left[|\nabla\Psi|^2\mathcal A^2/N\right],\qquad h(0)=\int_S dS\,|\nabla\Psi|^2A^2/N .$$
In one dimension $L\Phi=(\Phi/d')'$, so $L\Phi/d'=(1/d')(\Phi/d')'$, which is the chain rule for $d/dt$ acting on $[\Phi]=\Phi/d'$.

## The tail

Follow one line across the node at a point where $A>0$, and write $\mathcal A=A(1+st+\dots)$ and the weight per unit area as $\rho_0t^2(1+\sigma t+\dots)\,dt$ with $\rho_0=|\nabla\Psi|^2/N$ on $S$. For large $x$, the condition $X>x$ holds between the roots of $t^2=\tau^2(1+st+\dots)$, $\tau=\sqrt{A/x}$, which are $t_\pm=\pm\tau+\tfrac12s\tau^2+O(\tau^3)$. Then
$$\int_{t_-}^{t_+}\rho_0t^2(1+\sigma t)\,dt=\rho_0\left[\frac{t_+^3-t_-^3}3+\sigma\,\frac{t_+^4-t_-^4}4\right]=\frac23\rho_0\tau^3\left[1+O(\tau^2)\right],$$
because $t_\pm^3=\pm\tau^3+\tfrac32s\tau^4+\dots$ and $t_\pm^4=\tau^4+O(\tau^5)$, so the $\tau^4$ terms cancel between the two sides. Integrating over $S$, and doing the same where $A<0$,
$$P(\pm X>x)=\tfrac23C_\pm x^{-3/2}\left[1+O(1/x)\right],\qquad C_\pm=\int_SdS\,\frac{|\nabla\Psi|^2}{N}\,(\pm A)_+^{3/2},$$
where $(y)_+=\max(y,0)$. The density is $q(\pm x)=-dP/dx\simeq C_\pm x^{-5/2}$. Near a place where $A$ changes sign the expansion in $s\tau$ fails on a strip with $|A|\sim1/x$ and $|t|\sim1/x$; its weight is of order $x^{-1}x^{-3}$ and does not matter. If $A\equiv0$ and the term of $\mathcal A$ linear in $d$ is nonzero, then $|X|>x$ means $|t|\lesssim1/x$, so $P\sim x^{-3}$ and $q\sim x^{-4}$. If $H\Psi$ and $\partial_p\Psi$ both vanish on $S$, then $\mathcal A=O(d^2)$, $X$ is bounded near the node, and the node gives no tail. For the line with $p>0$, $C_+=0$ and $C_-=G(p)^2(2p)^{3/2}/N$.

The tail makes $\int x\,q\,dx$ converge and $\int x^2q\,dx$ diverge. In terms of a cut $|d|>\delta$, with $T$ a fixed outer edge of the shell and $h=h(0)+h'(0)t+O(t^2)$,
$$\langle X^2;|d|>\delta\rangle=\int_{\delta<|t|<T}\frac{h(t)}{t^2}\,dt+\text{const}=\frac{2h(0)}\delta+K+O(\delta).$$
The term $h'(0)/t$ is odd and cancels, so no logarithm appears. The constant $K$ is a finite part and can have either sign.

The error of a mean of $M$ independent samples follows from $\phi(k)=\langle e^{ikX}\rangle$. Put $C=C_++C_-$ and $y=|k|x$ in $1-\mathrm{Re}\,\phi=\int q\,(1-\cos kx)\,dx$. The tail gives $C|k|^{3/2}\lambda$, and two integrations by parts with vanishing boundary terms reduce $\lambda$ to the Fresnel integral:
$$\lambda=\int_0^\infty\frac{1-\cos y}{y^{5/2}}dy=\frac23\int_0^\infty\frac{\sin y}{y^{3/2}}dy=\frac43\int_0^\infty\frac{\cos y}{y^{1/2}}dy=\frac43\sqrt{\frac\pi2}=\frac23\sqrt{2\pi}.$$
The difference between $q$ and the pure power has a convergent second moment (it falls as $x^{-7/2}$, and $x^2x^{-5/2}$ is integrable at $0$), so it adds $O(k^2)$. The same substitution gives $\mathrm{Im}\,\phi=k\langle X\rangle+O(|k|^{3/2})$. Therefore $\ln|\phi|=-\lambda C|k|^{3/2}+O(k^2)$, and for the sample mean
$$|\phi(k/M)|^M\simeq\exp\left[-(W_M|k|)^{3/2}\right],\qquad W_M=(\lambda C)^{2/3}M^{-1/3}.$$
The expectation of the sample mean is $dE/dp$ for every $M$, and for large $M$ its spread shrinks as $M^{-1/3}$. The $|k|^{3/2}$ term of $\mathrm{Im}\,\phi$ is $(C_+-C_-)\,\mathrm{sgn}(k)\,|k|^{3/2}\int_0^\infty(\sin y-y)\,y^{-5/2}dy$ and survives at the same order as $W_M$, so unless $C_+=C_-$ the distribution of the sample mean is skewed, not symmetric about $dE/dp$. $W_M$ is the scale of a stable law of index $3/2$; it is not a standard deviation, which does not exist for any $M$.

## The regularized estimator and its bias

Replace $X$ by $X_\varepsilon=f(d/\varepsilon)X$ with $f(u)=1$ for $|u|\ge1$. Assume that $|d|<\varepsilon$ holds only in a shell round $S$ and that $g$ is smooth at $t=0$. With $t=\varepsilon u$ and the Taylor series of $g$,
$$B(\varepsilon)=\langle X_\varepsilon\rangle-\frac{dE}{dp}=\int_{-\varepsilon}^{\varepsilon}\left[f(t/\varepsilon)-1\right]g(t)\,dt=\sum_k\frac{m_k\,g^{(k)}(0)}{k!}\,\varepsilon^{k+1},\qquad m_k=\int_{-1}^1u^k(f-1)\,du .$$
The wave function enters only through $g^{(k)}(0)=\int_SL^kF\,dS$ and the regulator only through $m_k$. The simplest limit is the hard cutoff $f=0$ inside the shell, with $m_0=-2$: the bias is $-2g(0)\varepsilon$, the integrand on the node times the thickness of the discarded shell. Note that $g(0)=\int_S\rho_0A\,dS$, so the coefficient that causes the tail also sets the first-order bias of the hard cutoff. This integral is signed: it is nonzero when $A$ has one sign on $S$, but it can cancel when $A$ changes sign, while $C_\pm$ and $h(0)$ cannot.

Each condition on a polynomial $f$ has a separate job. Evenness makes all odd $m_k$ vanish and removes the $\varepsilon^2$ term. The condition $f(0)=0$ together with evenness gives $f=c_2u^2+\dots$, so $X_\varepsilon=\mathcal Af/d^2$ is bounded near $S$ and equals $c_2A/\varepsilon^2$ on it. The condition $m_0=0$ removes the $\varepsilon$ term. The conditions $f(1)=1$ and $f'(1)=0$ join $f$ to the outside with a continuous slope. For $f=c_2u^2+c_4u^4+c_6u^6$ they read
$$c_2+c_4+c_6=1,\qquad2c_2+4c_4+6c_6=0,\qquad\frac{c_2}3+\frac{c_4}5+\frac{c_6}7=1 .$$
Eliminating $c_2$ from the first two gives $2+2c_4+4c_6=0$, so $c_4=-1-2c_6$ and $c_2=2+c_6$. The third becomes
$$\frac{2+c_6}3-\frac{1+2c_6}5+\frac{c_6}7=\frac7{15}+\frac{35-42+15}{105}\,c_6=1,$$
so $c_6=7$, $c_4=-15$, $c_2=9$. A quartic cannot satisfy all three: $c_6=0$ gives $2u^2-u^4$ with $m_0=2(\tfrac23-\tfrac15-1)=-\tfrac{16}{15}$. The lowest solution is thus unique and is the Pathak–Wagner polynomial
$$f(u)=9u^2-15u^4+7u^6 .$$
Since $f-1=-1$ at the node and $m_0=0$, $f$ must exceed $1$ somewhere: weight removed at the node is put back further out. From $f'=6u(3-10u^2+7u^4)=6u(1-u^2)(3-7u^2)$ the maximum lies at $u^2=\tfrac37$, where $f=\tfrac37(9-\tfrac{45}7+\tfrac97)=\tfrac{81}{49}=1.653$. The next moments are
$$m_2=2\left(\tfrac95-\tfrac{15}7+\tfrac79-\tfrac13\right)=\tfrac{64}{315},\qquad m_4=2\left(\tfrac97-\tfrac{15}9+\tfrac7{11}-\tfrac15\right)=\tfrac{128}{1155},$$
and therefore
$$B(\varepsilon)=\beta\varepsilon^3+\beta_5\varepsilon^5+O(\varepsilon^7),\qquad\beta=\frac{32}{315}\,g''(0),\qquad\beta_5=\frac{m_4}{24}\,g^{(4)}(0).$$
The order $\varepsilon^3$ comes from evenness and $m_0=0$ alone. Dropping $f'(1)=0$ leaves $c_2+c_4=1$, $c_2/3+c_4/5=1$, that is $6u^2-5u^4$, with $m_2=2(\tfrac65-\tfrac57-\tfrac13)=\tfrac{32}{105}$ and again a cubic bias. Adding a $u^8$ term and the condition $m_2=0$ gives $20u^2-70u^4+84u^6-33u^8$; substitution confirms $20-70+84-33=1$, $40-280+504-264=0$, $\tfrac{20}3-14+12-\tfrac{11}3=1$ and $4-10+\tfrac{28}3-3=\tfrac13$. Its bias starts at $\varepsilon^5$ with $m_4=2(\tfrac{20}7-\tfrac{70}9+\tfrac{84}{11}-\tfrac{33}{13}-\tfrac15)=-\tfrac{2048}{45045}$.

The two assumptions can fail. The term $\beta\varepsilon^3$ needs $g$ twice continuously differentiable at $0$, and the $\varepsilon^5$ remainder needs four derivatives. Where nodes cross, $\nabla\Psi=0$ on $S$ and $L$ is singular; at particle coalescences on the node $F$ is in general not smooth. Neither case is analysed here. The first assumption fails wherever $|\nabla\ln\Psi|>1/\varepsilon$ away from $S$. On the line $|d|\simeq1/|x|$ at large $|x|$, so $f$ acts again for $|x|>1/\varepsilon$, with weight of order $e^{-1/\varepsilon^2}$, smaller than any power of $\varepsilon$. The value of $\beta$ depends on the definition of $d$: another smooth length with unit gradient on $S$ in general changes $g''(0)$, while the bias stays $O(\varepsilon^3)$. For example, $d+cd^3$ replaces $g''(0)$ by $g''(0)-6c\,g(0)$, so when $g(0)\neq0$ one value of $c$ removes the cubic term, and $d+cd^4$ leaves $g''(0)$ unchanged.

The bare estimator $X$ has the right mean but infinite variance when $A\neq0$ on a piece of the node of nonzero area, and the Pathak–Wagner polynomial regularizes it with a bias of order $\varepsilon^3$ when $g$ is smooth at the node. What remains is the variance of the regularized estimator, the choice of $\varepsilon$, and numerical checks on a spherical node in hydrogen and on a curved node where $A$ changes sign.
